# Diffuse functions, Mulliken charges and the bond in methyllithium

When diffuse functions are added to a Hartree–Fock calculation on methyllithium at fixed geometry, the Mulliken charge of carbon changes by 0.049 e, while only 0.015 electrons move anywhere in space. No division of space into fixed atomic regions could turn so small a movement into so large a change of charge. The Mulliken shift is therefore not a measure of charge passed from one atom to another, and it gives no evidence that the bond has changed.

## The belief and its appeal

The belief runs as follows. Carbon in CH₃Li is rich in electrons, and its outer density needs diffuse functions. A basis without them describes the C–Li bond badly. If adding them makes carbon more negative and lithium more positive, the better calculation has revealed a more ionic bond.

Part of this is sound. Diffuse functions can improve the density, and a charge is meant to summarize the density. The weak link is the last one: a Mulliken charge counts electrons by the centres of the functions used to write the orbitals, not by where the electrons are.

## What a movement of density permits

Let \(\rho\) and \(\rho'\) be the densities before and after the basis is enlarged, with the nuclei fixed, and let \(\Delta\rho=\rho'-\rho\). Both integrate to the same number of electrons, so \(\int\Delta\rho\,dV=0\). Write \(\Delta\rho=g-l\), where \(g\ge 0\) is the gain and \(l\ge 0\) the loss, nowhere both nonzero. Then \(\int g\,dV=\int l\,dV\), and since \(|\Delta\rho|=g+l\), each integral equals

\[
D=\tfrac12\int|\Delta\rho|\,dV .
\]

This is the number of electrons that have moved.

Now let a spatial partition give atom A the share \(w_A(\mathbf r)\) of the density at each point, with \(0\le w_A\le1\) and the same \(w_A\) in both calculations. Its population changes by

\[
\Delta N_A=\int w_A g\,dV-\int w_A l\,dV .
\]

Each integral lies between 0 and \(D\), so

\[
|\Delta N_A|\le D .
\]

The condition of fixed weights matters. If the atomic boundaries are redrawn from each new density, their motion adds a further term and the bound no longer follows.

## What a Mulliken population measures

Take a closed shell with real, doubly occupied orbitals \(\psi_i=\sum_\mu c_{\mu i}\chi_\mu\). With \(P_{\mu\nu}=2\sum_i c_{\mu i}c_{\nu i}\) and \(S_{\mu\nu}=\int\chi_\mu\chi_\nu\,dV\), the Mulliken population of A is

\[
N_A=\sum_{\mu\in A}\sum_\nu P_{\mu\nu}S_{\nu\mu}
=2\sum_i\int\Big(\sum_{\mu\in A}c_{\mu i}\chi_\mu\Big)\Big(\sum_\nu c_{\nu i}\chi_\nu\Big)dV
=2\sum_i\int\psi_i^{A}\psi_i\,dV .
\]

Here \(\psi_i^A\) is the part of \(\psi_i\) written with functions centred on A. The charge is \(q_A=Z_A-N_A\), so a gain of electrons makes it more negative.

For linearly independent functions, the map \(\Pi_A\psi=\psi^A\) is well defined. It keeps A's functions and deletes those of all other atoms, called B. With \(\gamma=2\sum_i|\psi_i\rangle\langle\psi_i|\),

\[
N_A=\mathrm{Tr}(\gamma\,\Pi_A).
\]

Deleting functions differs from deleting a region of space. A normalized s Gaussian of exponent \(a\) has \(\chi^2\propto e^{-2ar^2}\), whose variance along each axis is \(1/(4a)\). Its rms radius is therefore \(\sqrt{3/(4a)}\). Carbon's diffuse exponent, 0.0438 bohr⁻², gives 4.14 bohr, or 2.19 Å. That exceeds the C–Li distance of 2.00 Å used here. The density of an electron in this function alone is booked entirely under carbon's label, even where it lies near another nucleus.

## How sensitive the labels can be

Consider one normalized function \(a\) on A and one, \(b\), on B, with overlap \(\cos\theta\), where \(0<\theta<\pi/2\). Use orthonormal vectors \(e_1=a\) and \(e_2\), so that \(b=\cos\theta\,e_1+\sin\theta\,e_2\). Since \(\Pi_A a=a\) and \(\Pi_A b=0\),

\[
\Pi_A e_1=e_1,\qquad \Pi_A e_2=-\cot\theta\,e_1 .
\]

Only the symmetric part \(H_A\) of \(\Pi_A\) contributes to a trace with the symmetric \(\gamma\):

\[
H_A=\begin{pmatrix}1&-\tfrac12\cot\theta\\-\tfrac12\cot\theta&0\end{pmatrix}.
\]

Its trace is 1 and its determinant is \(-\tfrac14\cot^2\theta\). Its eigenvalues are therefore

\[
\lambda_\pm=\tfrac12\left(1\pm\sqrt{1+\cot^2\theta}\right)=\tfrac12\left(1\pm\frac1{\sin\theta}\right).
\]

A spatial weight stays between 0 and 1; these weights do not.

For many functions, choose orthonormal bases in the spans of A and B and take the singular value decomposition of their overlap matrix. It pairs the directions so that each overlaps with its partner alone. The problem splits into mutually orthogonal planes like the one above, plus unpaired directions of weight 1 or 0. The smallest angle, still called \(\theta\), sets the extreme weights. Its cosine is the largest overlap between any normalized function in A's span and any in B's. Adding functions widens the search for that maximum, so \(1/\sin\theta\) cannot fall.

Suppose the larger basis contains the smaller one. The old orbitals can be written in it with zero coefficients on the new functions, and linear independence makes this expansion unique. The old density matrix thus keeps its old Mulliken charges. Adding functions does not by itself relabel an unchanged wavefunction; the orbitals must change, if only slightly.

Let \(\Delta\gamma\) be that change, with eigenvalues \(d_k\) and normalized eigenfunctions \(u_k\). Its trace is zero, so the positive eigenvalues sum to some \(T\) and the negative ones to \(-T\). The trace \(\Delta N_A=\mathrm{Tr}(\Delta\gamma H_A)\) is largest if the positive part meets \(\lambda_+\) and the negative part \(\lambda_-\). Hence

\[
|\Delta N_A|\le T(\lambda_+-\lambda_-)=\frac{T}{\sin\theta}.
\]

Moreover \(\Delta\rho=\sum_k d_k u_k^2\), so \(\int|\Delta\rho|\,dV\le\sum_k|d_k|=2T\), which means \(D\le T\).

## A small change of one orbital

The gap between \(D\) and \(T\) is easiest to see when one orbital \(\psi\) acquires a small admixture \(\varepsilon\varphi\), with \(\varepsilon>0\) and \(\varphi\) normalized and orthogonal to \(\psi\) and to every other occupied orbital. To first order in \(\varepsilon\),

\[
\Delta\gamma=2\varepsilon\big(|\psi\rangle\langle\varphi|+|\varphi\rangle\langle\psi|\big),\qquad
\Delta\rho=4\varepsilon\,\psi\varphi .
\]

The nonzero eigenvalues of \(\Delta\gamma\) are \(\pm2\varepsilon\), so \(T=2\varepsilon\), whereas \(D=2\varepsilon\int|\psi\varphi|\,dV\). If \(\psi\) and \(\varphi\) are large in different places, \(D\) is much smaller than \(T\). The Mulliken change is \(4\varepsilon\langle\varphi|H_A|\psi\rangle\), which is not tied to \(D\).

It can even reach the bound. Let \(u_\pm\) be the normalized eigenvectors belonging to \(\lambda_\pm\), and take \(\psi=(u_++u_-)/\sqrt2\) and \(\varphi=(u_+-u_-)/\sqrt2\). The matrix element is then \((\lambda_+-\lambda_-)/2=1/(2\sin\theta)\), and the change is \(2\varepsilon/\sin\theta=T/\sin\theta\).

As \(\theta\to0\), the bound ceases to restrain the charge. As \(\theta\to\pi/2\), the weights return to the interval from 0 to 1, but the partition is still one of functions, not of space. Even then a charge may change by more than \(D\), up to \(T\).

## Methyllithium in numbers

The example is a single gas-phase CH₃Li molecule with C–Li 2.00 Å, C–H 1.09 Å and an Li–C–H angle of 112°. It is treated by restricted Hartree–Fock with spherical d functions, first in 6-311G** and then in 6-311++G**. The Hirshfeld charges use fixed weights, built from the same spin-restricted, spherically averaged free-atom densities in both cases. Their absolute values depend on this choice: spin-polarized free atoms give about −0.41 e for carbon and +0.51 e for lithium, but the changes between the two bases remain no larger than 0.002 e. Changes are taken before rounding.

| Charge (e) | 6-311G** | 6-311++G** | Change |
|---|---:|---:|---:|
| C, Mulliken | −0.677 | −0.727 | −0.049 |
| Li, Mulliken | +0.482 | +0.518 | +0.036 |
| C, Hirshfeld | −0.510 | −0.508 | +0.002 |
| Li, Hirshfeld | +0.559 | +0.558 | below 0.001 in size |

The movement in space is \(D=0.0149\) electrons. Carbon's Mulliken shift is 3.3 times this and lithium's is 2.4 times. The shifts are large beside \(D\), but modest in themselves: about 7% of the original charge on each atom.

The density-matrix change is \(T=0.080\). For carbon, \(1/\sin\theta\) rises from 7.9 to 36, so the bound on its shift is \(36.02\times0.0799=2.88\) e. The actual shift comes nowhere near it and is smaller than \(T\) itself. The large factor thus shows how vulnerable the charge is; it is not needed to explain this shift. The shift may come from changes in the density matrix that largely cancel in the density, from weights outside the interval from 0 to 1, or from both; these numbers do not separate the two.

Adding diffuse functions to one element at a time shows what each set does by itself. On carbon alone, they change carbon's Mulliken charge by −0.080 e, with \(D=0.0147\). On hydrogen alone, the change is −0.029 e; on lithium alone, it is −0.002 e. Lithium's diffuse s function is the widest, with an rms radius of 5.33 Å, yet when added alone it changes the charges least, so reach alone does not decide the effect. Added last, after the other two sets, it shifts carbon's charge by +0.013 e while only about 0.0001 electrons move. The separate shifts do not add up to the joint one.

## Has the bond changed?

A misleading charge does not prove that the bond is unchanged. That needs separate evidence:

| Property | 6-311G** | 6-311++G** |
|---|---:|---:|
| C–Li distance (Å) | 1.990 | 1.992 |
| Force constant (N/m) | 111.1 | 110.7 |
| Homolytic bond energy (kJ/mol) | 110.3 | 110.7 |
| Dipole moment (D) | 5.90 | 6.02 |
| Minimum density on C–Li axis (e/bohr³) | 0.0430 | 0.0427 |

The distance and force constant come from a parabola through the energies at 1.95, 2.00 and 2.05 Å, with the methyl group rigid. The force constant is therefore the curvature near 2.00 Å. At the minimum itself it is 3–4% higher in both bases, and the minimum lies about 0.001 Å closer to carbon than the table shows. The bond energy refers to C–Li at 2.00 Å and unrelaxed fragments, treated by spin-unrestricted Hartree–Fock, each with its own basis functions only. Restricted open-shell fragments give 117.5 and 117.9 kJ/mol instead, with the same difference between the bases. Giving each fragment the other's functions as well lowers the two values to 109.0 and 110.0 kJ/mol. Hartree–Fock leaves out electron correlation, so this energy serves to compare the two bases, not to estimate the real bond energy. By these measures the bond is nearly the same in both bases.

The dipole moment shows the largest relative change, 2%. Neither value is converged to the digits shown: the def2-TZVPD basis gives 5.98 D, with a density that differs from the 6-311++G** one by 0.043 electrons, while carbon's Mulliken charge goes to −1.22 e. Read as point charges, the Mulliken shifts predict an increase of 0.32 D along the axis; the calculated increase is 0.12 D. Point charges omit the polarization within each atom, so this comparison is only indicative. The true change equals 0.025 e Å. Divided by \(D\), it gives 1.7 Å, the distance along the axis between the centroids of lost and gained density. A few hundredths of an electron or less can thus alter the dipole visibly while leaving the Hirshfeld charges almost still.

## How far the conclusion reaches

With the PBE0 functional and the same pair of bases, carbon's Mulliken charge shifts by −0.098 e and lithium's by +0.072 e, while \(D\) is 0.020. The disparity is larger than in Hartree–Fock.

Going from 6-31G* to 6-31+G* in Hartree–Fock, again with spherical d functions, is a less clear-cut case. Here \(D=0.041\), carbon shifts by −0.043 e and lithium by −0.056 e, so carbon barely passes the criterion. With the Cartesian d functions customary for this family, carbon's shift and \(D\) agree to within 0.001 e, too close to count as a pass. Lithium now becomes less positive, whereas in the larger family it became more positive. Someone reading bond character from lithium's shifts would infer opposite trends for the same molecule. The fixed-weight Hirshfeld charges change by less than 0.006 e in size, whether the weights come from free atoms in this family or in the larger one.

Real methyllithium is usually aggregated, and the monomer's numbers should not be carried over to it. Aggregation, solvent, vibration and relaxation of the methyl group were not calculated, so their effect on these values is not known from this example. The spatial bound itself holds for any of those systems, provided the nuclei and the atomic weights are held fixed. A Mulliken shift smaller than \(D\) would leave the question open; one larger than \(D\) cannot be read as a transfer between fixed regions of space. Most of the values are in the numerical output below.

## Numbers as computed

```
geometry: C-Li 2.00 A, C-H 1.09 A, Li-C-H 112 deg
electrons 12; basis functions: plain 54, diffuse 65
diffuse C: exponent 0.0438 bohr^-2, s rms radius 2.19 A
diffuse Li: exponent 0.0074 bohr^-2, s rms radius 5.33 A
diffuse H: exponent 0.0360 bohr^-2, s rms radius 2.42 A
RHF energy: plain -47.031659, diffuse -47.032200 Eh
charges in e: plain, diffuse, change
Mulliken  C  -0.677 -0.727 -0.049
Hirshfeld C  -0.510 -0.508 +0.002
Mulliken  Li +0.482 +0.518 +0.036
Hirshfeld Li +0.559 +0.558 -0.000
Mulliken  H  +0.065 +0.070 +0.004
Hirshfeld H  -0.016 -0.017 -0.000
electrons moved in space D = 0.0149
density-matrix change T = 0.0799 electrons
largest Mulliken shift: atom C, 0.049 e, ratio to D 3.30
Li Mulliken shift / D = 2.41
old density matrix in new basis: charge error 6.3e-14 e
1/sin(theta) C : plain 7.90, diffuse 36.02
  diffuse orbital weights from -17.51 to 18.51; shift bound 2.88 e
1/sin(theta) Li: plain 4.92, diffuse 15.65
  diffuse orbital weights from -7.32 to 8.32; shift bound 1.25 e
bond properties: plain, diffuse
C-Li distance (A): 1.9897, 1.9918
force constant (N/m): 111.0828, 110.6953
homolytic bond energy (kJ/mol): 110.3090, 110.7188
dipole moment (D): 5.9016, 6.0222
axis density minimum (e/bohr^3): 0.0430, 0.0427
its distance from C (A): 1.3040, 1.3030
z dipole change: true +0.121 D, Mulliken point charges +0.320 D
diffuse functions on one element: Mulliken C, Li; Hirshfeld Li; D
on C : -0.757 +0.523; +0.558; 0.0147
on Li: -0.679 +0.485; +0.559; 0.0017
on H : -0.706 +0.490; +0.557; 0.0115
other levels: changes Mulliken C, Li; Hirshfeld C, Li; D
RHF 6-31G*/6-31+G*: -0.043 -0.056; +0.004 -0.002; 0.0406
PBE0 6-311G**/6-311++G**: -0.098 +0.072; +0.002 +0.001; 0.0198
```
